# Why site blocking leaves collective diffusion independent of coverage: test program

```python
"""
Result under test: for identical atoms on a lattice with site blocking only,
the collective diffusivity is D_c = Gamma a^2 at every coverage theta, since
  jump diffusivity D_J = Gamma a^2 (1 - theta)  and
  thermodynamic factor = d(mu/kT)/d(ln theta) = 1/(1 - theta).
Gamma: hop rate to each neighbour; a: site spacing; theta: filled fraction.
D_J describes the summed displacement of all atoms, not one tagged atom.
Lattice tests use Gamma = a = 1 and all configurations of a 4 x 4 torus.
Diffusivities are found from the rates as an instantaneous term minus a memory
term, the latter by solving a linear system with the many-atom generator.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import expm_multiply
from scipy.special import comb, gammaln

SIDE = 4
SITES = SIDE * SIDE


def lattice_bonds(lx, ly):
    """Return (site, neighbour, is_x_bond), each bond listed once."""
    result = []
    for y in range(ly):
        for x in range(lx):
            here = y * lx + x
            result.append((here, y * lx + (x + 1) % lx, True))
            if ly > 1:
                result.append((here, ((y + 1) % ly) * lx + x, False))
    return result


BONDS = lattice_bonds(SIDE, SIDE)
NEIGHBOURS = [[] for _ in range(SITES)]
for first, second, _ in BONDS:
    NEIGHBOURS[first].append(second)
    NEIGHBOURS[second].append(first)
STATES = np.arange(2**SITES)
OCC = ((STATES[:, None] >> np.arange(SITES)) & 1).astype(float)
NUMBER = OCC.sum(axis=1).astype(int)


def conjugate_gradient(matrix, rhs):
    """Solve a symmetric semidefinite system with rhs outside its null space."""
    solution = np.zeros_like(rhs)
    size = np.linalg.norm(rhs)
    if size < 1e-12:
        return solution
    residual = rhs.copy()
    direction = residual.copy()
    old = residual @ residual
    for _ in range(5000):
        image = matrix @ direction
        step = old / (direction @ image)
        solution += step * direction
        residual -= step * image
        new = residual @ residual
        if np.sqrt(new) < 1e-10 * size:
            return solution
        direction = residual + (new / old) * direction
        old = new
    raise AssertionError("linear solver did not converge")


def build_model(pair=0.0, depth=None, odd_x_rate=1.0):
    """pair: neighbour energy / kT (positive repels); depth: trap depth / kT.
    A hop starts from the initial well and crosses a saddle of fixed energy.
    odd_x_rate multiplies the x bonds that start in an odd column."""
    depth = np.zeros(SITES) if depth is None else depth
    log_weight = OCC @ depth
    for i, j, _ in BONDS:
        log_weight -= pair * OCC[:, i] * OCC[:, j]
    log_z = np.log(np.bincount(NUMBER, weights=np.exp(log_weight)))
    prob = np.exp(log_weight - log_z[NUMBER])
    escape = np.zeros(len(STATES))
    drift = np.zeros(len(STATES))
    instant = np.zeros(len(STATES))
    rows, cols, vals = [], [], []
    for i, j, along_x in BONDS:
        bond_rate = odd_x_rate if along_x and (i % SIDE) % 2 else 1.0
        for start, end, sign in ((i, j, 1), (j, i, -1)):
            source = np.flatnonzero((OCC[:, start] == 1) & (OCC[:, end] == 0))
            crowd = sum(OCC[source, k] for k in NEIGHBOURS[start])
            rate = bond_rate * np.exp(pair * crowd - depth[start])
            target = source ^ (1 << start) ^ (1 << end)
            escape[source] += rate
            if along_x:
                drift[source] += sign * rate
                instant[source] += rate / 2
            rows.append(source)
            cols.append(target)
            vals.append(rate * np.exp((log_weight[source]
                                       - log_weight[target]) / 2))
    hops = coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(len(STATES), len(STATES))).tocsr()
    matrix = (diags(escape) - hops).tocsr()
    # Symmetry of the scaled generator is detailed balance.
    assert abs(matrix - matrix.T).max() < 1e-9
    force = np.sqrt(prob) * drift
    memory = force * conjugate_gradient(matrix, force)
    kinetic = np.bincount(NUMBER, weights=prob * instant - memory)
    return dict(matrix=matrix, prob=prob, log_z=log_z, kinetic=kinetic,
                max_drift=np.abs(drift).max())


def collective(model, theta):
    """Return jump diffusivity, thermodynamic factor and their product."""
    counts = np.arange(SITES + 1)

    def distribution(log_fugacity):
        exponent = model["log_z"] + counts * log_fugacity
        weight = np.exp(exponent - exponent.max())
        return weight / weight.sum()

    root = brentq(lambda q: distribution(q) @ counts / SITES - theta, -45, 45)
    weight = distribution(root)
    mean = weight @ counts
    variance = weight @ (counts - mean)**2
    jump = (weight @ model["kinetic"]) / mean
    factor = mean / variance
    return jump, factor, jump * factor


def tagged_diffusivity(lx, ly):
    """Diffusivity of one tagged atom for each number of other atoms.
    The configuration is viewed from the tagged atom, which sits at site 0."""
    sites = lx * ly
    states = np.arange(0, 2**sites, 2)
    others = sum((states >> k) & 1 for k in range(1, sites))
    escape = np.zeros(len(states))
    drift = np.zeros(len(states))
    instant = np.zeros(len(states))
    rows, cols = [], []
    for i, j, _ in lattice_bonds(lx, ly):
        if i == 0 or j == 0:
            continue
        source = np.flatnonzero(((states >> i) & 1) != ((states >> j) & 1))
        target = states[source] ^ (1 << i) ^ (1 << j)
        escape[source] += 1
        rows.append(source)
        cols.append(target >> 1)
    moves = [(1, 0), (-1, 0)] + ([(0, 1), (0, -1)] if ly > 1 else [])
    for dx, dy in moves:
        end = (dy % ly) * lx + dx % lx
        source = np.flatnonzero(((states >> end) & 1) == 0)
        target = np.zeros(len(source), dtype=states.dtype)
        for k in range(1, sites):
            x, y = k % lx, k // lx
            shifted = ((y - dy) % ly) * lx + (x - dx) % lx
            target |= ((states[source] >> k) & 1) << shifted
        escape[source] += 1
        drift[source] += dx
        instant[source] += dx * dx / 2
        rows.append(source)
        cols.append(target >> 1)
    row, col = np.concatenate(rows), np.concatenate(cols)
    hops = coo_matrix((np.ones(len(row)), (row, col)),
                      shape=(len(states), len(states))).tocsr()
    matrix = (diags(escape) - hops).tocsr()
    assert abs(matrix - matrix.T).max() < 1e-12
    local = instant - drift * conjugate_gradient(matrix, drift)
    return np.bincount(others, weights=local) / np.bincount(others)


# Example parameters: rough, round values for chemisorbed atomic oxygen.
spacing = 2.8             # angstrom
attempt = 1.0e13          # 1/s
barrier = 0.70            # eV
temperature = 600.0       # K
pair_energy = 0.03        # eV, assumed strength of a neglected interaction
trap_depth = 0.20         # eV, on one site in sixteen
desorption_energy = 2.5   # eV, effective value
length = 1000.0           # angstrom, both wavelength and strip width
theta_left, theta_right = 0.8, 0.2
kt = const.k * temperature / const.e
coverages = (0.1, 0.5, 0.9)

# Two-factor result from full enumeration.
ideal = build_model()
assert ideal["max_drift"] < 1e-12
ideal_rows = [collective(ideal, theta) for theta in coverages]
for theta, (jump, factor, product) in zip(coverages, ideal_rows):
    assert abs(jump - (1 - theta)) < 1e-9
    assert abs(factor * (1 - theta) - 1) < 1e-9
    assert abs(product - 1) < 1e-9

# Thermodynamic factor from counting arrangements on a large lattice.
large = 10**6


def counted_mu(number):
    def log_ways(n):
        return gammaln(large + 1) - gammaln(n + 1) - gammaln(large - n + 1)
    return log_ways(number) - log_ways(number + 1)


counted_factors = []
for theta in coverages:
    n, shift = round(theta * large), 1000
    slope = (counted_mu(n + shift) - counted_mu(n - shift)) / (2 * shift)
    counted_factors.append(n * slope)
    assert abs(n * slope * (1 - theta) - 1) < 1e-3

# Many-atom dynamics against the one-atom diffusion equation.
time = 0.4
column = np.arange(SITES) % SIDE
initial = np.zeros((3, SITES))
initial[0, [0, 4]] = 1
initial[1, column < 2] = 1
initial[2] = 1
initial[2, [2, 6]] = 0
start_states = (initial.astype(int) @ (1 << np.arange(SITES))).astype(int)
start_probability = np.zeros((len(STATES), 3))
start_probability[start_states, np.arange(3)] = 1
final_probability = expm_multiply(-time * ideal["matrix"], start_probability)
many_atom = final_probability.T @ OCC
one_atom = np.zeros((SITES, SITES))
for i, j, _ in BONDS:
    one_atom[i, i] -= 1
    one_atom[j, j] -= 1
    one_atom[i, j] += 1
    one_atom[j, i] += 1
one_atom_result = initial @ expm(time * one_atom)
dynamic_error = np.abs(many_atom - one_atom_result).max()
assert dynamic_error < 1e-9
wave = np.cos(2 * np.pi * column / SIDE)
decay_rates = np.log((initial @ wave) / (many_atom @ wave)) / time
assert np.allclose(decay_rates, 2 * (1 - np.cos(2 * np.pi / SIDE)), atol=1e-8)

# Symmetric but unequal bonds: drift exists, coverage independence remains.
slow_bond = 0.25
alternating = build_model(odd_x_rate=slow_bond)
assert alternating["max_drift"] > 0.1
alternating_d = [collective(alternating, theta)[2] for theta in coverages]
assert np.allclose(alternating_d, 2 * slow_bond / (1 + slow_bond), atol=1e-7)

# Interactions: known dilute and one-vacancy limits, then finite coverage.
interaction_d = {}
for sign in (1, -1):
    reduced_pair = sign * pair_energy / kt
    model = build_model(pair=reduced_pair)
    assert abs(collective(model, 1e-8)[2] - 1) < 1e-5
    full_limit = collective(model, 1 - 1e-8)[2]
    assert abs(full_limit / np.exp(3 * reduced_pair) - 1) < 1e-5
    interaction_d[sign] = [collective(model, theta)[2] for theta in coverages]
    if sign == 1:
        root_prob = np.sqrt(model["prob"])
        start = start_probability[:, 1] / root_prob
        evolved = root_prob * expm_multiply(-time * model["matrix"], start)
        assert abs(evolved.sum() - 1) < 1e-8
        interaction_shift = np.abs(evolved @ OCC - one_atom_result[1]).max()
        assert interaction_shift > 0.01
assert interaction_d[1][1] > 1.1
assert interaction_d[-1][1] < 0.9

# Traps: unequal forward and backward rates spoil coverage independence.
depths = np.zeros(SITES)
depths[0] = trap_depth / kt
trapped = build_model(depth=depths)
trap_dilute = collective(trapped, 1e-8)[2]
assert abs(trap_dilute * np.mean(np.exp(depths)) - 1) < 1e-4
trap_low = collective(trapped, 0.01)[2]
trap_half = collective(trapped, 0.5)[2]
assert trap_low < 0.5 * trap_half

# Tagged atom: on a ring atoms cannot pass, so all share the same long motion.
ring_sites = 8
ring = tagged_diffusivity(ring_sites, 1)
ring_number = np.arange(1, ring_sites + 1)
ring_expected = (ring_sites - ring_number) / ((ring_sites - 1) * ring_number)
assert np.allclose(ring, ring_expected, atol=1e-8)
tagged_by_number = tagged_diffusivity(SIDE, SIDE)
other_counts = np.arange(SITES)
tagged_d = []
for theta in coverages:
    weights = (comb(SITES - 1, other_counts) * theta**other_counts
               * (1 - theta)**(SITES - 1 - other_counts))
    tagged_d.append(weights @ tagged_by_number)
correlation = [d / (1 - theta) for d, theta in zip(tagged_d, coverages)]
assert all(value < 1 - 1e-4 for value in correlation)
assert correlation[1] < 0.9

# Physical example and sizes of neglected effects.
hop_rate = attempt * np.exp(-barrier / kt)
diffusivity = hop_rate * spacing**2
wave_number = 2 * np.pi / length
smoothing_time = 1 / (diffusivity * wave_number**2)
lattice_rate = 2 * hop_rate * (1 - np.cos(wave_number * spacing))
lattice_error = 1 - lattice_rate * smoothing_time
assert 0 < lattice_error < 1e-3
flux = diffusivity * (theta_left - theta_right) / (spacing**2 * length)
span = theta_left - theta_right
blocking_only = quad(lambda c: 1 - c, theta_right, theta_left)[0] / span
thermo_only = quad(lambda c: 1 / (1 - c), theta_right, theta_left)[0] / span
quantum = const.h * attempt / const.e
tunnelling = 1 + (quantum / kt)**2 / 24
crossover = const.h * attempt / (2 * np.pi * const.k)
desorption_rate = attempt * np.exp(-desorption_energy / kt)
desorbed = desorption_rate * smoothing_time
assert temperature > 2 * crossover
assert desorbed < 1e-3

print(f"site spacing: {spacing:.1f} angstrom")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"hop barrier: {barrier:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kt:.5f} eV")
print(f"hop rate per direction Gamma: {hop_rate:.4e} 1/s")
print(f"collective diffusivity: {diffusivity:.4e} angstrom^2/s")
print(f"collective diffusivity: {diffusivity * 1e-16:.4e} cm^2/s")
print("Site blocking only, D in units of Gamma a^2:")
for k, theta in enumerate(coverages):
    jump, factor, product = ideal_rows[k]
    print(f"theta {theta:.1f}: D_J {jump:.4f}, factor {factor:.4f}, "
          f"D_c {product:.6f}")
    print(f"  factor by counting {counted_factors[k]:.4f} (no unit)")
    print(f"  tagged D {tagged_d[k]:.4f}, f {correlation[k]:.4f}, "
          f"tagged D x factor {tagged_d[k] * factor:.4f}")
print("Decay rate of density wave, 4 x 4 torus, units of Gamma:")
for number, rate in zip(initial.sum(axis=1), decay_rates):
    print(f"  {number:.0f} atoms on 16 sites: {rate:.6f}")
print(f"time of density comparison: {time:.1f} /Gamma")
print(f"largest density mismatch, blocking only: {dynamic_error:.1e}")
print(f"largest density shift, repulsion: {interaction_shift:.4f}")
print(f"alternating x-bond rates: 1 and {slow_bond:.2f} Gamma")
print("  D_c / (Gamma a^2) at theta 0.1, 0.5, 0.9: "
      + ", ".join(f"{d:.6f}" for d in alternating_d))
print(f"wavelength and strip width: {length:.0f} angstrom")
print(f"smoothing time of coverage wave: {smoothing_time:.4e} s")
print(f"relative lattice correction to decay: {lattice_error:.2e}")
print(f"coverages at strip edges: {theta_left:.1f}, {theta_right:.1f}")
print(f"flux through strip: {flux:.4e} atoms/(angstrom s)")
print(f"flux ratio, blocking factor only: {blocking_only:.4f}")
print(f"flux ratio, thermodynamic factor only: {thermo_only:.4f}")
print("Neglected effects, D_c / (Gamma a^2), 4 x 4 torus:")
print(f"neighbour energy magnitude: {pair_energy:.2f} eV")
for sign, name in ((1, "repulsion"), (-1, "attraction")):
    print(f"  {name}, theta 0.1, 0.5, 0.9: "
          + ", ".join(f"{d:.4f}" for d in interaction_d[sign]))
print(f"trap depth, one site in 16: {trap_depth:.2f} eV")
print(f"  traps, dilute limit: {trap_dilute:.4f}")
print(f"  traps, theta 0.01 and 0.5: {trap_low:.4f}, {trap_half:.4f}")
print(f"vibrational quantum at barrier: {quantum:.4f} eV")
print(f"tunnelling factor on Gamma (Wigner): {tunnelling:.4f}")
print(f"tunnelling crossover temperature: {crossover:.1f} K")
print(f"effective desorption energy: {desorption_energy:.1f} eV")
print(f"desorption rate: {desorption_rate:.3e} 1/s")
print(f"fraction desorbed in smoothing time: {desorbed:.2e}")
print("finished without a failed check")
```

Printed output:

```
site spacing: 2.8 angstrom
attempt rate: 1.0e+13 1/s
hop barrier: 0.70 eV
temperature: 600 K
thermal energy kT: 0.05170 eV
hop rate per direction Gamma: 1.3190e+07 1/s
collective diffusivity: 1.0341e+08 angstrom^2/s
collective diffusivity: 1.0341e-08 cm^2/s
Site blocking only, D in units of Gamma a^2:
theta 0.1: D_J 0.9000, factor 1.1111, D_c 1.000000
  factor by counting 1.1111 (no unit)
  tagged D 0.8622, f 0.9580, tagged D x factor 0.9580
theta 0.5: D_J 0.5000, factor 2.0000, D_c 1.000000
  factor by counting 2.0000 (no unit)
  tagged D 0.3886, f 0.7772, tagged D x factor 0.7772
theta 0.9: D_J 0.1000, factor 10.0000, D_c 1.000000
  factor by counting 10.0003 (no unit)
  tagged D 0.0592, f 0.5923, tagged D x factor 0.5923
Decay rate of density wave, 4 x 4 torus, units of Gamma:
  2 atoms on 16 sites: 2.000000
  8 atoms on 16 sites: 2.000000
  14 atoms on 16 sites: 2.000000
time of density comparison: 0.4 /Gamma
largest density mismatch, blocking only: 1.4e-15
largest density shift, repulsion: 0.2070
alternating x-bond rates: 1 and 0.25 Gamma
  D_c / (Gamma a^2) at theta 0.1, 0.5, 0.9: 0.400000, 0.400000, 0.400000
wavelength and strip width: 1000 angstrom
smoothing time of coverage wave: 2.4494e-04 s
relative lattice correction to decay: 2.58e-05
coverages at strip edges: 0.8, 0.2
flux through strip: 7.9143e+03 atoms/(angstrom s)
flux ratio, blocking factor only: 0.5000
flux ratio, thermodynamic factor only: 2.3105
Neglected effects, D_c / (Gamma a^2), 4 x 4 torus:
neighbour energy magnitude: 0.03 eV
  repulsion, theta 0.1, 0.5, 0.9: 1.4144, 4.4644, 6.0759
  attraction, theta 0.1, 0.5, 0.9: 0.5779, 0.1796, 0.1561
trap depth, one site in 16: 0.20 eV
  traps, dilute limit: 0.2546
  traps, theta 0.01 and 0.5: 0.2991, 0.8832
vibrational quantum at barrier: 0.0414 eV
tunnelling factor on Gamma (Wigner): 1.0267
tunnelling crossover temperature: 76.4 K
effective desorption energy: 2.5 eV
desorption rate: 1.002e-08 1/s
fraction desorbed in smoothing time: 2.45e-12
finished without a failed check
```
